Pi population of a planar amide nitrogen from its quadrupole coupling

**Problem**

The nitrogen atom of an amide ligand is bound to one metal atom and two silicon atoms, and the four atoms lie in one plane. Take z along the normal to this plane. The ¹⁴N nuclear quadrupole coupling along z, sign included, is χ_zz = −4 MHz. One electron in a nitrogen 2p orbital produces a coupling q₀ = −10 MHz along the axis of that orbital. Each of the three sigma hybrids on nitrogen holds n = 1.3 electrons. These are round model parameters, not data for a named compound.

(a) Derive the Townes-Dailey relation between χ_zz and the populations of the nitrogen 2p orbitals, and explain why q₀ is negative.

(b) Find the population N_π of the p_z orbital and the net charge of the nitrogen atom.

(c) Does the answer depend on the bond angles in the plane, or on the three hybrids being equally filled? What measurable quantity reveals unequal filling?

(d) Find the zero-field resonance frequencies of the ¹⁴N nucleus. Do they determine the sign of χ_zz, and what does the sign decide?

(e) Estimate how far N_π moves when the main simplifications of the model are relaxed one at a time.

**Solution**

**(a) From field gradient to populations**

The nucleus responds to the second derivatives V_ij of the electrostatic potential at its position. The coupling is

χ_ij = e Q V_ij / h,

where Q is the nuclear quadrupole moment, positive for ¹⁴N. In atomic units an electron has charge −1. Placed at r, it contributes to the field gradient at the origin

V_ij = −(3 x_i x_j − r² δ_ij) / r⁵.

Averaged over an orbital, the zz component is

V_zz = −⟨(3 cos²θ − 1) / r³⟩.

For p_z the angular density is (3/4π) cos²θ. The angular average of cos⁴θ over the sphere is 1/5, so ⟨cos²θ⟩ = 3 × 1/5 = 3/5. Hence

V_zz(p_z) = −(9/5 − 1)⟨r⁻³⟩ = −(4/5)⟨r⁻³⟩.

This is negative because negative charge is concentrated along z. With Q > 0, q₀ is negative too.

For p_x the angular density is proportional to x². The average of x²z²/r⁴ over the sphere is 1/15, so ⟨cos²θ⟩ = 3 × 1/15 = 1/5, and

V_zz(p_x) = −(3/5 − 1)⟨r⁻³⟩ = +(2/5)⟨r⁻³⟩.

The same holds for p_y. An electron in p_x or p_y therefore contributes −q₀/2 to χ_zz.

An s electron contributes nothing, because the spherical average of 3 cos²θ − 1 is zero. Cross terms between s and p vanish because their product is odd under inversion while the field-gradient operator is even. Cross terms between two different p orbitals vanish in V_zz because their product is odd under reflection of one coordinate.

The Townes-Dailey model now makes its physical assumptions: all p orbitals share one value of ⟨r⁻³⟩, the closed 1s core stays spherical, and charge outside the nitrogen valence orbitals is ignored. Adding the contributions gives

χ_zz = q₀ [N_z − (N_x + N_y)/2].

The coupling measures the imbalance of the p shell. If all three p orbitals are equally filled, the shell is spherical and the coupling is zero, whatever the total charge.

**(b) The population and the charge**

For bonds at 120° the hybrids point along angles φ_k = 0°, 120° and 240°:

h_k = √(1/3) s + √(2/3) (cos φ_k p_x + sin φ_k p_y).

They are orthogonal, since the overlap of two of them is 1/3 + (2/3)(−1/2) = 0. A hybrid is one third s and two thirds p, so its 1.3 electrons are not all p electrons. In the model the hybrids have definite populations and no coherences (off-diagonal density-matrix elements) between them. The p_x population is then

N_x = n (2/3)(cos² 0° + cos² 120° + cos² 240°) = n (2/3)(1 + 1/4 + 1/4) = n.

Likewise

N_y = n (2/3)(0 + 3/4 + 3/4) = n,

and N_s = 3n/3 = n. Here the population of a whole hybrid happens to equal that of each in-plane p orbital: a hybrid supplies only two thirds of its charge to the p orbitals, but three hybrids share two of them.

Inserting N_x = N_y = n and N_z = N_π gives

χ_zz = q₀ (N_π − n),

and therefore

N_π = n + χ_zz/q₀ = 1.3 + (−4 MHz)/(−10 MHz) = 1.3 + 0.4 = 1.7.

The valence population is 3 × 1.3 + 1.7 = 5.6. A neutral nitrogen atom has five valence electrons, so the net charge is 5 − 5.6 = −0.6 e.

A lone pair confined to nitrogen would have N_π = 2. In this model 0.3 electrons of the pair are missing from p_z, which is what pi donation to the neighbours would produce. The coupling does not say which neighbour receives them.

The measurement fixes the difference N_π − n = 0.4. The absolute value 1.7 rests equally on the supplied value of n. Since N_π cannot exceed 2, a nitrogen with n = 1.3 and q₀ = −10 MHz can have a coupling no more negative than −10 × 0.7 = −7 MHz. A more negative value would show that the parameters or the model are wrong.

**(c) Bond angles and unequal hybrids**

Suppose first that the hybrids are equally filled but the angles differ from 120°. Any three orthonormal hybrids built from s, p_x and p_y span the same space as those three orbitals. The sigma density operator is

D = n Σ_k |h_k⟩⟨h_k| = n (|s⟩⟨s| + |p_x⟩⟨p_x| + |p_y⟩⟨p_y|),

because a sum of projectors on an orthonormal basis does not depend on the basis. Thus N_x = N_y = n again. With equal populations, the result does not depend on the in-plane angles.

Now keep the 120° hybrids, but let the one towards the metal, along x, hold n_M electrons and the other two n_R each. Then

N_x = (2/3)(n_M + n_R/4 + n_R/4) = (2/3) n_M + (1/3) n_R,

N_y = (2/3)(3/4 + 3/4) n_R = n_R,

(N_x + N_y)/2 = (n_M + 2 n_R)/3.

The last line is the mean hybrid population, so N_π is unchanged if the mean stays at 1.3. The in-plane couplings do change. By the relation of part (a) with the axes permuted,

χ_xx = q₀ [N_x − (N_y + N_z)/2],
χ_yy = q₀ [N_y − (N_x + N_z)/2].

Subtracting,

χ_xx − χ_yy = (3/2) q₀ (N_x − N_y) = q₀ (n_M − n_R),

since N_x − N_y = (2/3)(n_M − n_R). The asymmetry parameter, defined with χ_zz as the component of largest magnitude, is

η = |χ_xx − χ_yy| / |χ_zz| = |q₀ (n_M − n_R)/χ_zz|.

For equal hybrids χ_xx = χ_yy = +2 MHz and η = 0. Take instead n_M = 1.5 and n_R = 1.2, whose mean is still 1.3. Then N_x = 1.4 and N_y = 1.2, and with N_π = 1.7

χ_xx = −10 (1.4 − 1.45) = +0.5 MHz,
χ_yy = −10 (1.2 − 1.55) = +3.5 MHz,
χ_zz = −10 (1.7 − 1.3) = −4 MHz.

The asymmetry is 3.0/4 = 0.75. A difference of 0.3 electrons between hybrids leaves N_π alone but changes η from zero to a large value. In this model, which has no coherences between the hybrids, a nonzero η therefore reveals unequal filling. Unequal coherences could also make η nonzero.

The formula for η holds while it gives a value no greater than 1, which here means |n_M − n_R| ≤ 0.4. Beyond that, the coupling of largest magnitude lies in the plane. Reading it as the coupling along the normal would then give a wrong pi population.

**(d) Resonance frequencies and the sign**

For nuclear spin I = 1, with x, y, z the principal axes, the quadrupole Hamiltonian in frequency units is

H/h = (1/2)(χ_xx I_x² + χ_yy I_y² + χ_zz I_z²).

Use the three states |x⟩, |y⟩, |z⟩ for which I_i|i⟩ = 0. Because I_x² + I_y² + I_z² = 2, and by the symmetry between the axes, I_i² acts as 1 on the two states other than |i⟩. The energy of |z⟩ is therefore (χ_xx + χ_yy)/2. The three couplings sum to zero, so in general

E_i/h = −χ_ii/2.

The transition frequencies are half the differences between principal couplings. For equal hybrids the levels are −1, −1 and +2 MHz, which gives a single resonance frequency of 3 MHz. For the unequal hybrids of part (c) they are −0.25, −1.75 and +2 MHz, which gives lines at 1.5, 2.25 and 3.75 MHz.

To express the upper two lines through η, write d = χ_xx − χ_yy. Since χ_xx + χ_yy = −χ_zz,

χ_xx = (−χ_zz + d)/2,  χ_yy = (−χ_zz − d)/2.

Half the difference from χ_zz is then (3χ_zz − d)/4 or (3χ_zz + d)/4. As |d| = η|χ_zz|, the two frequencies are

ν± = (3/4)|χ_zz| (1 ± η/3).

Their difference, η|χ_zz|/2, is the third line.

Reversing the sign of every coupling turns the level scheme upside down and leaves all its spacings unchanged. Zero-field frequencies therefore give η and the magnitude of the largest coupling, but not its sign or the direction of its axis. Here that coupling is known to be χ_zz, along the normal. The sign matters a great deal here. With χ_zz = +4 MHz,

N_π = 1.3 + (+4)/(−10) = 0.9.

The pi orbital would then hold less charge than each in-plane p orbital, and nitrogen would carry a charge of 5 − (3.9 + 0.9) = +0.2 e. A positive nitrogen between more electropositive neighbours is chemically implausible, which favours the negative sign if n = 1.3. That is an argument from bonding, not from the frequencies, and it rests on the assumed n. For χ_zz = +4 MHz the charge is 5.4 − 4n, which is zero at n = 1.35 and negative above it. For larger n the argument no longer excludes the positive sign.

**(e) How far the neglected effects move the answer**

Each estimate changes one feature and holds the other inputs fixed.

*Coherence between hybrids.* Let each pair of 120° hybrids have an off-diagonal density element c. The p parts of the three hybrids cancel in their sum, so Σ_k h_k = √3 s. The added density is

c Σ_(k≠l) |h_k⟩⟨h_l| = c (3|s⟩⟨s| − Σ_k |h_k⟩⟨h_k|).

Hence N_s = n + 2c and N_x = N_y = n − c, which gives

N_π = n − c + χ_zz/q₀.

For c = 0.05, the s population is 1.40, each in-plane p population is 1.25, and N_π = 1.65. Hybrid populations alone do not fix the p populations if the s orbital holds more than its share.

*Departure from planarity.* Let the three bonds rise by an angle θ from the plane. The cosine of the angle between two bonds becomes C = sin²θ − (1/2)cos²θ. If each hybrid has s fraction a², orthogonality requires a² + (1 − a²)C = 0, so a² = −C/(1 − C). The s fraction left for the lone pair is

σ = 1 − 3a² = (1 + 2C)/(1 − C).

Here 1 + 2C = 1 − cos²θ + 2 sin²θ = 3 sin²θ, and 1 − C = cos²θ + (1/2)cos²θ = (3/2)cos²θ. Therefore

σ = 2 tan²θ.

The valence density consists of n electrons in every orbital, which has no field gradient, plus an excess N_lp − n in the lone pair. The p fraction of that excess is 1 − σ, so

χ_zz = q₀ (N_lp − n)(1 − σ),
N_lp = n + (χ_zz/q₀)/(1 − 2 tan²θ).

For θ = 10°, σ = 0.062 and N_lp = 1.3 + 0.4/0.938 = 1.73. This is the population of the lone-pair hybrid, which is no longer a pure p_z orbital. The population of p_z itself stays at 1.7, because p_x and p_y still hold n electrons each. When tan²θ = 1/2 the bonds are mutually perpendicular and the lone pair is pure s. The coupling then vanishes for any lone-pair population, so it no longer gives any information about that population.

*The value of q₀.* A restricted open-shell Hartree-Fock calculation for the free nitrogen atom, in the s and p functions of the cc-pVTZ basis, gives ⟨r⁻³⟩ = 3.04 bohr⁻³. With a rough quadrupole moment of 0.02 barn, one atomic unit of field gradient corresponds to 4.70 MHz, and

−(4/5) × 3.04 × 4.70 MHz ≈ −11 MHz.

The value is not converged with basis: near the basis limit ⟨r⁻³⟩ is about 3.10 bohr⁻³, 2% larger, and the product moves from −11.4 to about −11.7 MHz. Either value supports the sign and scale of the supplied −10 MHz. It omits electron correlation and the polarization of the core by the valence electrons, and Q is rough, so it does not refine that value. Changing q₀ to −9 or −11 MHz gives N_π = 1.74 or 1.66.

There is also a trend with charge. The same calculation for N⁺ gives 3.77 bohr⁻³, larger by a factor of 1.24: the 2p shell contracts when an electron is removed. Suppose that the −10 MHz refers to a neutral atom, and that the same factor per unit charge extends to a charge of −0.6 e. Then

q₀ → −10 × 1.241^(−0.6) = −8.8 MHz,
N_π = 1.3 + 4/8.79 = 1.755 ≈ 1.76.

Near the basis limit the N⁺ value is about 3.83 bohr⁻³ and the factor stays 1.24. This is, however, an extrapolation from the cation side. The Hartree-Fock factor between N and N⁻ is larger, about 1.31 in a basis with diffuse functions, and gives N_π ≈ 1.77. Updating the charge with the new N_π adds up to 0.01 more. The correction should not be applied if the supplied q₀ already describes the charged atom in the molecule.

*Charge on the neighbours.* Place +0.2 e on each of the three neighbours, to balance the nitrogen charge, at a rough distance R = 1.7 Å = 3.21 bohr. A positive charge q in the plane contributes V_zz = −q/R³. The total is −0.6/33.1 = −0.018 atomic units, or −0.085 MHz. The nitrogen electrons must then account for −3.915 MHz, and N_π = 1.69. The estimate leaves out the extended electron clouds of the neighbours and the response of the nitrogen core.

*The sigma population.* An error in n passes in full to N_π: n = 1.25 gives 1.65 and n = 1.35 gives 1.75.

The shifts have both signs, and the largest reach about 0.05 to 0.08 electrons for the sizes chosen here. Several could add: n = 1.25, c = 0.05 and q₀ = −11 MHz together give N_π = 1.25 − 0.05 + 0.36 = 1.56. Even the first decimal of N_π is therefore uncertain unless n, q₀ and the coherences are better known.

**Relation to real precursors.** Metal complexes of the bis(trimethylsilyl)amide ligand, some of which serve as vapour-phase precursors, commonly have a planar nitrogen bound to one metal and two silicon atoms. The geometry of the exercise is of that type; its populations are assumed. These populations should not be taken as typical. Hartree-Fock estimates for the small analogues LiN(SiH₃)₂ and HZnN(SiH₃)₂ at assumed geometries give in-plane p populations of roughly 1.7 to 1.9, a natural-orbital nitrogen charge near −2 e, and a coupling along the normal of only about −1 to −2 MHz. Such a ligand also breaks the equivalence of the three bonds, since a metal–nitrogen bond and a silicon–nitrogen bond differ in polarity. If the angles also depart from 120°, the s fractions s_k of the hybrids differ, and the in-plane average becomes

(N_x + N_y)/2 = (1/2) Σ_k n_k (1 − s_k).

With populations 1.5, 1.2 and 1.2 and s fractions that sum to 1, this equals (2.7 − 0.3 s_M)/2, where s_M belongs to the metal hybrid. It is 1.3 at s_M = 1/3, and raising s_M by 0.1 lowers it, and N_π with it, by 0.015. For this example the inequivalence of the bonds matters much more for η than for the pi population. With a strongly ionic metal–nitrogen bond, however, the largest coupling can lie in the plane, as described in part (c). The directions of the principal axes must therefore be established before a pi population is read from a measured coupling. The numerical output below lists the values used.

Computed results

```
Input coupling along normal: -4.0 MHz
Input coupling per p electron: -10.0 MHz
Input population per sigma hybrid: 1.30 electrons
s population: 1.300 electrons
px population: 1.300 electrons
py population: 1.300 electrons
pi excess over in-plane p: 0.400 electrons
Inferred pi population: 1.700 electrons
Total valence population: 5.600 electrons
Net nitrogen charge: -0.600 e
In-plane couplings: 2.000, 2.000 MHz
Pi population if coupling is positive: 0.900 electrons
Spin-1 lines, equal hybrids: [0. 3. 3.] MHz
Unequal hybrid populations: [1.5 1.2 1.2] electrons
Pi population, unequal hybrids: 1.700 electrons
Unequal tensor xx, yy, zz: [ 0.5  3.5 -4. ] MHz
Asymmetry, unequal hybrids: 0.750 (no unit)
Spin-1 lines, unequal hybrids: [1.5  2.25 3.75] MHz
Assumed hybrid coherence: 0.050 electrons
s population with coherence: 1.400 electrons
In-plane p with coherence: 1.250 electrons
Pi population with coherence: 1.650 electrons
Assumed bond rise from plane: 10.0 degrees
Lone-pair s fraction: 0.0622 (no unit)
Lone-pair population when pyramidal: 1.727 electrons
ROHF <r^-3>, N atom: 3.037 bohr^-3
ROHF <r^-3>, N+ ion: 3.767 bohr^-3
Rough 14N quadrupole moment used: 0.02 barn
Coupling per gradient atomic unit: 4.699 MHz
Free-atom coupling per p electron: -11.42 MHz
Contraction ratio N+ to N: 1.241 (no unit)
Charge-scaled coupling per p electron: -8.79 MHz
Pi population with charge scaling: 1.755 electrons
Rough neighbour distance: 1.7 angstrom
Charge on each neighbour: 0.200 e
Neighbour coupling along normal: -0.085 MHz
Pi population after neighbour correction: 1.691 electrons
Pi population for q0 = -9.0 MHz: 1.744 electrons
Pi population for q0 = -11.0 MHz: 1.664 electrons
Pi population for n = 1.25: 1.650 electrons
Pi population for n = 1.35: 1.750 electrons
```
